# The Fisher-Lee relation from the retarded Green's function in the leads: a numerical check

```python
"""
Result under test (Fisher-Lee relation), hbar = m = 1:
    s_nm = -delta_nm + i sqrt(v_n v_m) G_nm
s_nm : flux-normalized amplitude out in channel n for unit flux in, channel m
G_nm : retarded Green's function projected on transverse modes n (receiver)
       and m (source), both points on the lead cross-sections
v_n  : velocity of open mode n (equal to its wave number k_n in these units)
Channels are labelled by lead (L or R) and transverse mode (1, 2, ...).
System: hard-wall wire; conductor = slab with potential F*y, then slab with
constant transverse vector potential b (electron kinetic term (p_y + b)^2/2).
s comes from wave-function matching; G comes from a discretized resolvent whose
lead ends are rotated into the complex plane, with no use of velocities.
Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import sparse
from scipy.sparse.linalg import splu

WIDTH, ENERGY, FORCE, VECPOT = 4.0, 2.0, 0.3, 0.5
SLAB = 2.0           # length of each of the two slabs
ORDER = 8            # polynomial order of each grid element
STEP = 0.5           # element length in conductor and nearby leads
OPEN = 2             # open modes per lead (checked below)


def wire(n_modes):
    """Mode energies and the transverse Hamiltonians of the two slabs."""
    n = np.arange(1, n_modes + 1)[:, None]
    t, w = leggauss(120)
    y, w = WIDTH * (t + 1) / 2, w * WIDTH / 2
    q = n * np.pi / WIDTH
    chi = np.sqrt(2 / WIDTH) * np.sin(q * y)
    slope = np.sqrt(2 / WIDTH) * q * np.cos(q * y)
    eps = (q[:, 0] ** 2) / 2
    y_matrix = (chi * w * y) @ chi.T
    p_matrix = -1j * (chi * w) @ slope.T
    first = np.diag(eps) + FORCE * y_matrix
    second = np.diag(eps) + VECPOT * p_matrix + VECPOT**2 / 2 * np.eye(n_modes)
    return eps, [first, second]


def match(eps, slabs, energy):
    """Outgoing amplitudes (all modes, both leads) by wave matching."""
    size = len(eps)
    one = np.eye(size)
    k = np.sqrt(2 * (energy - eps) + 0j)
    ik = np.diag(1j * k)
    rightward, leftward = np.vstack([one, ik]), np.vstack([one, -ik])
    left_edge, right_edge = [], []
    for h in slabs:
        lam, u = np.linalg.eigh(h)
        q = np.sqrt(2 * (energy - lam) + 0j)
        e = np.exp(1j * q * SLAB)
        uq = u * (1j * q)
        left_edge.append(np.block([[u, u * e], [uq, -uq * e]]))
        right_edge.append(np.block([[u * e, u], [uq * e, -uq]]))
    d = 2 * size
    a = np.zeros((3 * d, 3 * d), complex)
    rhs = np.zeros((3 * d, d), complex)
    # unknowns: out-left (size), slab 1 (d), slab 2 (d), out-right (size)
    a[:d, :size] = -leftward
    a[:d, size:size + d] = left_edge[0]
    rhs[:d, :size] = rightward
    a[d:2 * d, size:size + d] = right_edge[0]
    a[d:2 * d, size + d:size + 2 * d] = -left_edge[1]
    a[2 * d:, size + d:size + 2 * d] = right_edge[1]
    a[2 * d:, size + 2 * d:] = -rightward
    rhs[2 * d:, size:] = leftward
    sol = np.linalg.solve(a, rhs)
    return np.vstack([sol[:size], sol[-size:]]), k


def open_s(eps, slabs):
    """Flux-normalized scattering matrix of the open channels."""
    out, k = match(eps, slabs, ENERGY)
    size = len(eps)
    pick = np.r_[0:OPEN, size:size + OPEN]
    v = np.tile(k[:OPEN].real, 2)
    return out[np.ix_(pick, pick)] * np.sqrt(v[:, None] / v[None, :])


def lobatto(p):
    """Gauss-Lobatto weights and differentiation matrix on [-1, 1]."""
    poly = Legendre.basis(p)
    x = np.r_[-1.0, np.sort(poly.deriv().roots().real), 1.0]
    val = poly(x)
    gap = x[:, None] - x[None, :] + np.eye(p + 1)
    diff = val[:, None] / (val[None, :] * gap)
    np.fill_diagonal(diff, 0.0)
    diff[0, 0], diff[-1, -1] = -p * (p + 1) / 4, p * (p + 1) / 4
    return 2 / (p * (p + 1) * val**2), diff


class Resolvent:
    """(energy - H)^(-1) on a grid; lead tails are stretched by 'phase'."""

    def __init__(self, eps, slabs, energy, tail, phase):
        lead = np.diag(eps)
        near, per_slab = 3, int(round(SLAB / STEP))
        parts = [(tail, 1.0, phase, lead), (near, STEP, 1.0, lead)]
        parts += [(per_slab, STEP, 1.0, h) for h in slabs]
        parts += [(near, STEP, 1.0, lead), (tail, 1.0, phase, lead)]
        self.left = ORDER * (tail + near)
        self.right = self.left + ORDER * 2 * per_slab
        self.size = len(eps)
        self.nodes = ORDER * sum(part[0] for part in parts) + 1
        w, diff = lobatto(ORDER)
        stiff = diff.T @ (w[:, None] * diff)
        kinetic = np.zeros((self.nodes, self.nodes), complex)
        one = np.eye(self.size)
        total, start = None, 0
        for count, length, stretch, h in parts:
            mass = np.zeros(self.nodes, complex)
            half = length * stretch / 2
            for _ in range(count):
                s = slice(start, start + ORDER + 1)
                mass[s] += w * half
                kinetic[s, s] += stiff / (2 * half)
                start += ORDER
            block = sparse.csr_matrix(energy * one - h)
            term = sparse.kron(sparse.diags(mass), block, format="csr")
            total = term if total is None else total + term
        total = total - sparse.kron(sparse.csr_matrix(kinetic),
                                    sparse.identity(self.size), format="csr")
        self.lu = splu(total.tocsc().astype(complex))

    def column(self, source):
        """G[node, n, m] for a source in mode m at the given node."""
        rhs = np.zeros((self.nodes * self.size, self.size), complex)
        m = np.arange(self.size)
        rhs[source * self.size + m, m] = 1.0
        return self.lu.solve(rhs).reshape(self.nodes, self.size, self.size)

    def between(self, left, right, keep):
        """Matrix of G between two cross-sections, 'keep' modes in each."""
        cols = [self.column(j) for j in (left, right)]
        return np.block([[c[i][:keep, :keep] for c in cols]
                         for i in (left, right)])


def show(z):
    return f"{z.real:+.5f}{z.imag:+.5f}i"


# ---------------------------------------------------------------- main case
MODES = 12
ROTATION = np.exp(0.8j)
eps, slabs = wire(MODES)
assert np.sum(eps < ENERGY) == OPEN
k = np.sqrt(2 * (ENERGY - eps[:OPEN]))
v4 = np.tile(k, 2)
root = np.sqrt(np.outer(v4, v4))
unit = np.eye(2 * OPEN)

s_match = open_s(eps, slabs)
res = Resolvent(eps, slabs, ENERGY, 18, ROTATION)
g = res.between(res.left, res.right, OPEN)
s_green = -unit + 1j * root * g
err_main = np.abs(s_green - s_match).max()
assert err_main < 1e-6
err_unit = np.abs(s_green.conj().T @ s_green - unit).max()
assert err_unit < 1e-6
asym = np.abs(s_match - s_match.T).max()
assert asym > 0.02      # otherwise the order of indices would go untested

# Lead form of G away from the cross-sections, all receiver/source pairs
points = [(lead, x) for lead in (0, 1) for x in (0.5, 1.0)]


def node(lead, x):
    shift = ORDER * int(round(x / STEP))
    return res.right + shift if lead else res.left - shift


err_lead = 0.0
for source_lead, xs in points:
    col = res.column(node(source_lead, xs))
    for lead, x in points:
        s_part = s_match[OPEN * lead:OPEN * (lead + 1),
                         OPEN * source_lead:OPEN * (source_lead + 1)]
        form = (-1j * s_part / np.sqrt(np.outer(k, k))
                * np.exp(1j * (k[:, None] * x + k[None, :] * xs)))
        if lead == source_lead:
            form = form + np.diag(-1j / k * np.exp(1j * k * abs(x - xs)))
        actual = col[node(lead, x)][:OPEN, :OPEN]
        err_lead = max(err_lead, np.abs(actual - form).max())
assert err_lead < 1e-6

# A closed mode is excited at the cross-section, yet the relation holds there
near_field = abs(res.column(res.left)[res.left][OPEN, 0])
assert near_field > 1e-3

# A cross-section inside the conductor is not allowed
g_inside = res.between(res.left + ORDER, res.right, OPEN)
s_inside = -unit + 1j * root * g_inside
defect_inside = np.abs(s_inside.conj().T @ s_inside - unit).max()
assert defect_inside > 1e-2

# Truncation of the mode basis
eps_big, slabs_big = wire(2 * MODES)
truncation = np.abs(open_s(eps_big, slabs_big) - s_match).max()
assert truncation < 5e-3

# ------------------------------------------- empty wire: origin of -delta_nm
eps4, slabs4 = wire(4)
empty = Resolvent(eps4, [np.diag(eps4)] * 2, ENERGY, 18, ROTATION)
g_empty = empty.between(empty.left, empty.right, OPEN)
s_empty = -unit + 1j * root * g_empty
through = np.diag(np.exp(1j * k * 2 * SLAB))
zero = np.zeros((OPEN, OPEN))
err_empty = np.abs(s_empty - np.block([[zero, through], [through, zero]])).max()
assert err_empty < 1e-6

# --------- complex energy: ordinary resolvent on a long box, nothing rotated
ETA = 0.5
z = ENERGY + 1j * ETA
box = Resolvent(eps4, slabs4, z, 45, 1.0)
rotated = Resolvent(eps4, slabs4, z, 18, ROTATION)
g_box = box.between(box.left, box.right, 4)
g_rot = rotated.between(rotated.left, rotated.right, 4)
err_rotation = np.abs(g_box - g_rot).max()
assert err_rotation < 1e-6
out, kz = match(eps4, slabs4, z)
g_formula = -1j * (np.eye(8) + out) / np.tile(kz, 2)[None, :]
err_complex = np.abs(g_box - g_formula).max()
assert err_complex < 1e-6

# ------------------------------------------------------------------- output
print(f"wire width = {WIDTH:.1f} bohr, energy E = {ENERGY:.1f} hartree")
print(f"slab 1: length {SLAB:.1f} bohr, F = {FORCE:.2f} hartree/bohr")
print(f"slab 2: length {SLAB:.1f} bohr, b = {VECPOT:.2f} a.u. of momentum")
print(f"transverse modes kept = {MODES}, open modes per lead = {OPEN}")
for i in range(3):
    print(f"mode {i + 1} energy = {eps[i]:.5f} hartree")
for i in range(OPEN):
    print(f"mode {i + 1} velocity = {k[i]:.5f} a.u. (k in 1/bohr is equal)")
names = ["L1", "L2", "R1", "R2"]
print("out<-in: G in 1/(hartree bohr) | s from G | s from matching")
for i in range(4):
    for j in range(4):
        print(f"{names[i]}<-{names[j]}: {show(g[i, j])} | "
              f"{show(s_green[i, j])} | {show(s_match[i, j])}")
prob = np.abs(s_green) ** 2
for j in range(4):
    same = slice(0, 2) if j < 2 else slice(2, 4)
    other = slice(2, 4) if j < 2 else slice(0, 2)
    print(f"in {names[j]}: reflected {prob[same, j].sum():.5f}, "
          f"transmitted {prob[other, j].sum():.5f}")
print(f"total transmission L to R = {prob[2:, :2].sum():.5f}")
print(f"largest |s(G) - s(matching)| = {err_main:.1e}")
print(f"largest unitarity defect of s(G) = {err_unit:.1e}")
print(f"largest |s_nm - s_mn| = {asym:.4f}")
print(f"lead form of G, largest error = {err_lead:.1e} 1/(hartree bohr)")
print(f"closed mode 3 at L section, |G_31| = {near_field:.5f} 1/(hartree bohr)")
print(f"section {STEP:.1f} bohr inside: unitarity defect = {defect_inside:.4f}")
print(f"change of s with {2 * MODES} modes = {truncation:.1e}")
print(f"empty wire G_L1,L1 = {show(g_empty[0, 0])} 1/(hartree bohr)")
print(f"empty wire, largest error of s = {err_empty:.1e}")
print(f"complex-energy test: eta = {ETA:.1f} hartree, 4 modes")
print(f"long box vs rotated ends = {err_rotation:.1e} 1/(hartree bohr)")
print(f"long box vs matching = {err_complex:.1e} 1/(hartree bohr)")
print("checks complete")
```

Output:

```
wire width = 4.0 bohr, energy E = 2.0 hartree
slab 1: length 2.0 bohr, F = 0.30 hartree/bohr
slab 2: length 2.0 bohr, b = 0.50 a.u. of momentum
transverse modes kept = 12, open modes per lead = 2
mode 1 energy = 0.30843 hartree
mode 2 energy = 1.23370 hartree
mode 3 energy = 2.77583 hartree
mode 1 velocity = 1.83933 a.u. (k in 1/bohr is equal)
mode 2 velocity = 1.23798 a.u. (k in 1/bohr is equal)
out<-in: G in 1/(hartree bohr) | s from G | s from matching
L1<-L1: +0.02282-0.57469i | +0.05704+0.04197i | +0.05704+0.04197i
L1<-L2: +0.03168+0.14336i | -0.21632+0.04781i | -0.21632+0.04781i
L1<-R1: +0.09844-0.38969i | +0.71677+0.18106i | +0.71677+0.18106i
L1<-R2: -0.08591-0.40988i | +0.61850-0.12964i | +0.61850-0.12964i
L2<-L1: +0.02969+0.13080i | -0.19737+0.04480i | -0.19737+0.04480i
L2<-L2: -0.16759-1.27471i | +0.57807-0.20748i | +0.57807-0.20748i
L2<-R1: +0.29848-0.20658i | +0.31174+0.45041i | +0.31174+0.45041i
L2<-R2: -0.32629+0.27820i | -0.34440-0.40394i | -0.34440-0.40394i
R1<-L1: +0.12887-0.51374i | +0.94494+0.23704i | +0.94494+0.23704i
R1<-L2: -0.02434-0.07147i | +0.10785-0.03673i | +0.10785-0.03673i
R1<-R1: +0.07058-0.50988i | -0.06216+0.12982i | -0.06216+0.12982i
R1<-R2: -0.07929+0.03560i | -0.05372-0.11965i | -0.05372-0.11965i
R2<-L1: +0.00551+0.04616i | -0.06965+0.00831i | -0.06965+0.00831i
R2<-L2: -0.32682+0.50897i | -0.63010-0.40460i | -0.63010-0.40460i
R2<-R1: +0.16209+0.17888i | -0.26992+0.24459i | -0.26992+0.24459i
R2<-R2: -0.44130-0.76209i | -0.05655-0.54632i | -0.05655-0.54632i
in L1: reflected 0.04598, transmitted 0.95402
in L2: reflected 0.42629, transmitted 0.57371
in R1: reflected 0.15340, transmitted 0.84660
in R2: reflected 0.31887, transmitted 0.68113
total transmission L to R = 1.52773
largest |s(G) - s(matching)| = 1.3e-13
largest unitarity defect of s(G) = 6.6e-14
largest |s_nm - s_mn| = 0.7018
lead form of G, largest error = 1.0e-13 1/(hartree bohr)
closed mode 3 at L section, |G_31| = 0.01377 1/(hartree bohr)
section 0.5 bohr inside: unitarity defect = 0.6141
change of s with 24 modes = 3.3e-04
empty wire G_L1,L1 = -0.00000-0.54368i 1/(hartree bohr)
empty wire, largest error of s = 8.8e-14
complex-energy test: eta = 0.5 hartree, 4 modes
long box vs rotated ends = 8.9e-12 1/(hartree bohr)
long box vs matching = 8.9e-12 1/(hartree bohr)
checks complete
```
